# Area-Uniform Impact Parameters and the Truncated Nuclear Stopping Integral: a numerical check

```python
"""
Result under test: with one collision per free path L = N**(-1/3) and impact
parameter p = pmax*sqrt(u), u uniform on (0,1), pmax = L/sqrt(pi), the mean
nuclear loss obeys <T>/L = N * integral_0^pmax 2 pi p T(E,p) dp.
N: atomic density; E: ion energy (laboratory); T: energy given to the atom;
gamma: largest fraction of E that one elastic collision can transfer.
Units inside the program: eV, angstrom, atomic mass unit.
The pair potential is the universal (ZBL) screened Coulomb repulsion.
"""
from itertools import chain
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.spatial import cKDTree

rng = np.random.default_rng(20)

# Rough typical inputs for a ruthenium film
CHARGE = 44
MASS = 101.0                 # atomic mass units
MASS_DENSITY = 12.4          # g/cm3
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
HARTREE = const.physical_constants["Hartree energy in eV"][0]
COULOMB = HARTREE * BOHR     # e^2/(4 pi eps0) in eV angstrom
density = MASS_DENSITY / MASS * const.N_A * 1e-24
free_path = density ** (-1 / 3)
p_max = free_path / np.sqrt(np.pi)
strength = CHARGE**2 * COULOMB
screen_length = (9 * np.pi**2 / 128) ** (1 / 3) * BOHR / (2 * CHARGE**0.23)

UNIVERSAL = ((0.1818, 3.2), (0.5099, 0.9423), (0.2802, 0.4029), (0.02817, 0.2016))
BARE = ((1.0, 0.0),)         # unscreened Coulomb repulsion


def pair_energy(r, screen=UNIVERSAL):
    return strength / r * sum(c * np.exp(-d * r / screen_length) for c, d in screen)


def pair_force(r, screen=UNIVERSAL):
    """Minus the derivative of the pair energy."""
    total = 0.0
    for c, d in screen:
        x = d * r / screen_length
        total = total + c * np.exp(-x) * (1 + x)
    return strength / r**2 * total


x_gl, w_gl = np.polynomial.legendre.leggauss(64)
phi = np.pi / 4 * (x_gl + 1)
w_phi = np.pi / 4 * w_gl
sin_phi, cos_phi = np.sin(phi), np.cos(phi)


def scattering_angle(p, e_cm, screen=UNIVERSAL):
    """Centre-of-mass deflection for an array of impact parameters."""
    head_on = brentq(lambda r: 1 - pair_energy(r, screen) / e_cm, 1e-6, 1e4,
                     xtol=1e-14, rtol=1e-14)
    angle = np.empty(len(p))
    for first in range(0, len(p), 10000):
        q = p[first:first + 10000]
        r = np.maximum(q, head_on)
        for _ in range(10):
            value = 1 - pair_energy(r, screen) / e_cm - q**2 / r**2
            slope = pair_force(r, screen) / e_cm + 2 * q**2 / r**3
            r = r - value / slope
        ratio = (q / r)[:, None]
        radial = (1 - pair_energy(r[:, None] / sin_phi, screen) / e_cm
                  - (ratio * sin_phi) ** 2)
        integral = (cos_phi / np.sqrt(radial)) @ w_phi
        angle[first:first + 10000] = np.pi - 2 * ratio[:, 0] * integral
    return angle


def transfer(p, energy, m1=MASS, m2=MASS, screen=UNIVERSAL):
    p = np.atleast_1d(np.asarray(p, dtype=float))
    gamma = 4 * m1 * m2 / (m1 + m2) ** 2
    angle = scattering_angle(p, energy * m2 / (m1 + m2), screen)
    return gamma * energy * np.sin(angle / 2) ** 2


x_p, w_p = np.polynomial.legendre.leggauss(200)
s_p, w_p = (x_p + 1) / 2, w_p / 2


def area_moment(energy, low, high, power=1, screen=UNIVERSAL):
    """Integral of 2 pi p T**power dp from low to high."""
    p = low + (high - low) * s_p**2
    weight = 2 * (high - low) * s_p * w_p
    return np.sum(weight * 2 * np.pi * p * transfer(p, energy, screen=screen) ** power)


# Recoil energy from Newton's equations for both atoms, laboratory frame
def recoil_from_motion(p, energy, m1, m2):
    speed = np.sqrt(2 * energy / m1)

    def rhs(t, y):
        separation = y[0:2] - y[2:4]
        r = np.hypot(*separation)
        force = pair_force(r) * separation / r
        return np.concatenate((y[4:8], force / m1, -force / m2))

    start = [-12.0, p, 0.0, 0.0, speed, 0.0, 0.0, 0.0]
    end = solve_ivp(rhs, (0, 26 / speed), start, method="DOP853",
                    rtol=1e-10, atol=1e-12).y[:, -1]
    return 0.5 * m2 * (end[6] ** 2 + end[7] ** 2)


motion_errors = []
for p, energy, m1, m2 in ((0.3, 1e4, MASS, MASS), (1.0, 1e3, MASS, MASS),
                          (0.2, 1e4, 11.0, MASS), (0.5, 1e2, MASS, 28.0)):
    direct = recoil_from_motion(p, energy, m1, m2)
    motion_errors.append(abs(transfer(p, energy, m1, m2)[0] / direct - 1))
assert max(motion_errors) < 1e-5

# Unscreened limit: known angle and closed truncated integral
e_test = 1e5
b_test = strength / (e_test / 2)
p_test = np.array([0.05, 0.3, 1.0])
assert np.allclose(scattering_angle(p_test, e_test / 2, BARE),
                   2 * np.arctan(b_test / (2 * p_test)), rtol=1e-6)
for cutoff in (p_max, 10 * p_max):
    closed = np.pi * e_test * b_test**2 / 4 * np.log(1 + 4 * cutoff**2 / b_test**2)
    assert abs(area_moment(e_test, 0, cutoff, screen=BARE) / closed - 1) < 1e-5


def stopping_by_transfer(energy):
    """Truncated integral with T, not p, as the integration variable."""
    t_edge = transfer(p_max, energy)[0]
    span = np.log(energy / t_edge)      # equal masses: largest T is E
    t = t_edge * np.exp(span * s_p)
    low, high = np.zeros(len(t)), np.full(len(t), p_max)
    for _ in range(50):
        middle = (low + high) / 2
        above = transfer(middle, energy) > t
        low, high = np.where(above, middle, low), np.where(above, high, middle)
    p = (low + high) / 2
    return np.pi * p_max**2 * t_edge + np.sum(w_p * span * t * np.pi * p**2)


def universal_fit(energy):
    """Published fit to the full stopping integral, equal masses."""
    eps = screen_length * energy / 2 / strength
    reduced = np.log(1 + 1.1383 * eps) / (
        2 * (eps + 0.01321 * eps**0.21226 + 0.19593 * eps**0.5))
    return np.pi * screen_length**2 * energy / eps * reduced


print(f"Ru mass density (rough input): {MASS_DENSITY:.1f} g/cm3")
print(f"Ru atomic mass (rounded input): {MASS:.0f} u; atomic number {CHARGE}")
print(f"atomic density N: {density:.5f} per cubic angstrom")
print(f"free path L: {free_path:.4f} angstrom")
print(f"largest impact parameter pmax: {p_max:.4f} angstrom")
print(f"screening length: {screen_length:.5f} angstrom")
print(f"recoil energy, largest relative gap to motion: {max(motion_errors):.1e}")

samples = 200000
print(f"sampled collisions per energy: {samples}")
results = {}
for energy in (1e2, 1e3, 1e4, 1e5):
    truncated = area_moment(energy, 0, p_max)
    second = area_moment(energy, 0, p_max, power=2)
    tail = area_moment(energy, p_max, 15.0)
    assert np.all(np.diff(transfer(np.linspace(0, p_max, 100), energy)) < 0)
    assert abs(stopping_by_transfer(energy) / truncated - 1) < 1e-5
    expected = density * free_path * truncated
    mean_square = density * free_path * second
    loss = transfer(p_max * np.sqrt(rng.random(samples)), energy)
    error = loss.std(ddof=1) / np.sqrt(samples)
    assert abs(loss.mean() - expected) < 4 * error
    spread = np.sqrt(mean_square - expected**2)
    assert abs(loss.std() / spread - 1) < 0.08   # sampling noise of rare hard hits
    results[energy] = (truncated, tail, expected, mean_square, spread)
    print(f"E = {energy:.0f} eV:")
    print(f"  mean loss, sampled: {loss.mean():.2f} +- {error:.2f} eV")
    print(f"  mean loss, quadrature: {expected:.2f} eV")
    print(f"  loss at pmax: {transfer(p_max, energy)[0]:.4g} eV")
    print(f"  N*S truncated: {density * truncated:.3f} eV/angstrom")
    print(f"  share of full integral beyond pmax: "
          f"{100 * tail / (truncated + tail):.3g} %")

for energy in (1e4, 1e5):
    full = results[energy][0] + results[energy][1]
    fit_ratio = universal_fit(energy) / full
    assert abs(fit_ratio - 1) < 0.10             # the fit is itself approximate
    print(f"universal fit / full integral at {energy:.0f} eV: {fit_ratio:.4f}")

main = 1e4
truncated, tail, expected, mean_square, spread = results[main]
wrong = transfer(p_max * rng.random(samples), main).mean() / expected
assert wrong > 1.2
print(f"main case 10000 eV, N*S truncated: {10 * density * truncated:.1f} eV/nm")
print(f"main case, N*S full: {density * (truncated + tail):.3f} eV/angstrom")
print(f"main case, p uniform in radius, loss / correct loss: {wrong:.3f}")
print(f"main case, standard deviation of one loss: {spread:.1f} eV")
print(f"main case, collisions for 1 % standard error: "
      f"{(spread / expected / 0.01) ** 2:.0f}")

# Explicit random target, lengths in units of the free path
side, segments = 60, 100000
atoms = side * rng.random((side**3, 3))
start = 2 + (side - 4) * rng.random((segments, 3))
direction = rng.normal(size=(segments, 3))
direction /= np.linalg.norm(direction, axis=1)[:, None]
near = cKDTree(atoms).query_ball_point(start + direction / 2,
                                       np.sqrt(0.25 + 1 / np.pi) + 1e-9)
near_count = np.array([len(group) for group in near])
index = np.fromiter(chain.from_iterable(near), dtype=int)
owner = np.repeat(np.arange(segments), near_count)
relative = atoms[index] - start[owner]
along = np.sum(relative * direction[owner], axis=1)
across = np.sqrt(np.maximum(np.sum(relative**2, axis=1) - along**2, 0))
inside = (along >= 0) & (along < 1) & (across < 1 / np.sqrt(np.pi))
hit_owner, hit_p = owner[inside], across[inside] * free_path
hits = np.bincount(hit_owner, minlength=segments)
area_fraction = np.sort((hit_p / p_max) ** 2)
ranks = (np.arange(len(hit_p)) + 0.5) / len(hit_p)
cdf_gap = np.max(np.abs(area_fraction - ranks))
assert abs(hits.mean() - 1) < 0.02
assert abs(hits.var() - 1) < 0.03
assert cdf_gap < 0.01
print(f"random target, atoms per step: mean {hits.mean():.4f}, "
      f"variance {hits.var():.4f}")
print(f"random target, largest gap from uniform-area law: {cdf_gap:.4f}")
for energy in (1e3, 1e4):
    mean_loss, square = results[energy][2:4]
    step_loss = np.bincount(hit_owner, weights=transfer(hit_p, energy),
                            minlength=segments)
    assert abs(step_loss.mean() - mean_loss) < 5 * np.sqrt(square / segments)
    assert abs(step_loss.var() / square - 1) < 0.07
    print(f"random target at {energy:.0f} eV: mean step loss "
          f"{step_loss.mean():.2f} eV")
    print(f"  step-loss variance / mean square T: {step_loss.var() / square:.4f}")
    print(f"  fixed-count variance / Poisson variance: "
          f"{1 - mean_loss**2 / square:.4f}")

# Sizes of neglected effects for the main case
mass_au = MASS * const.atomic_mass / const.m_e
speed_au = np.sqrt(2 * main / HARTREE / mass_au)
electronic = (8 * np.pi * CHARGE ** (7 / 6) * CHARGE
              / (2 * CHARGE ** (2 / 3)) ** 1.5 * speed_au * HARTREE * BOHR**2)
distant = area_moment(main, p_max / 2, p_max) / truncated
later = area_moment(main - expected, 0, p_max) / truncated
print(f"electronic stopping estimate, 10000 eV: "
      f"{density * electronic:.2f} eV/angstrom")
print(f"electronic / truncated nuclear, 10000 eV: "
      f"{100 * electronic / truncated:.2f} %")
print(f"pair energy at half a free path: {pair_energy(free_path / 2):.2f} eV")
print(f"share of truncated loss from p > pmax/2, 10000 eV: {100 * distant:.2f} %")
print(f"change of N*S after one mean loss, 10000 eV: {100 * (later - 1):.2f} %")
print("every check passed")
```

It prints:

```
Ru mass density (rough input): 12.4 g/cm3
Ru atomic mass (rounded input): 101 u; atomic number 44
atomic density N: 0.07394 per cubic angstrom
free path L: 2.3826 angstrom
largest impact parameter pmax: 1.3442 angstrom
screening length: 0.09810 angstrom
recoil energy, largest relative gap to motion: 9.2e-12
sampled collisions per energy: 200000
E = 100 eV:
  mean loss, sampled: 50.74 +- 0.05 eV
  mean loss, quadrature: 50.78 eV
  loss at pmax: 19.78 eV
  N*S truncated: 21.314 eV/angstrom
  share of full integral beyond pmax: 18 %
E = 1000 eV:
  mean loss, sampled: 220.36 +- 0.55 eV
  mean loss, quadrature: 221.54 eV
  loss at pmax: 14.87 eV
  N*S truncated: 92.983 eV/angstrom
  share of full integral beyond pmax: 2.05 %
E = 10000 eV:
  mean loss, sampled: 607.41 +- 3.40 eV
  mean loss, quadrature: 609.52 eV
  loss at pmax: 2.385 eV
  N*S truncated: 255.822 eV/angstrom
  share of full integral beyond pmax: 0.103 %
E = 100000 eV:
  mean loss, sampled: 1030.00 +- 13.44 eV
  mean loss, quadrature: 1033.68 eV
  loss at pmax: 0.2525 eV
  N*S truncated: 433.849 eV/angstrom
  share of full integral beyond pmax: 0.00634 %
universal fit / full integral at 10000 eV: 1.0001
universal fit / full integral at 100000 eV: 1.0001
main case 10000 eV, N*S truncated: 2558.2 eV/nm
main case, N*S full: 256.087 eV/angstrom
main case, p uniform in radius, loss / correct loss: 3.475
main case, standard deviation of one loss: 1521.2 eV
main case, collisions for 1 % standard error: 62291
random target, atoms per step: mean 1.0018, variance 1.0033
random target, largest gap from uniform-area law: 0.0036
random target at 1000 eV: mean step loss 222.57 eV
  step-loss variance / mean square T: 1.0027
  fixed-count variance / Poisson variance: 0.5569
random target at 10000 eV: mean step loss 614.56 eV
  step-loss variance / mean square T: 1.0066
  fixed-count variance / Poisson variance: 0.8617
electronic stopping estimate, 10000 eV: 26.15 eV/angstrom
electronic / truncated nuclear, 10000 eV: 10.22 %
pair energy at half a free path: 106.32 eV
share of truncated loss from p > pmax/2, 10000 eV: 5.94 %
change of N*S after one mean loss, 10000 eV: -2.16 %
every check passed
```
